**Core-level shifts of silicon after removal of part of a 3p electron**

The program solves the spherical, spin-unpolarized LDA silicon atom before and after a charge $q$ is removed, and compares the eigenvalue shifts with $\Delta\varepsilon_i\simeq-C+T_i+X_i$. Here $C$ is the common electrostatic term, $T_i$ measures the missing charge inside shell $i$, and $X_i$ is the orbital average of the change in the exchange-correlation potential. It asserts that the formula agrees with separately converged eigenvalues to 0.01 mHa for 1s, 2s and 2p. It also asserts agreement with hydrogenic levels, with a finer grid, with the total-energy change expected from the 3p eigenvalue, and, for frozen orbitals, with a solution of Poisson's equation. Further assertions require the thin-shell estimate to hold within 35 per cent for 2s and 2p, the core spread to stay below 7 per cent of the mean shift, and the relative spread to more than double when the charge is taken from 2p. For $q=0.1$ the output shows shifts of −30.89, −30.52 and −30.56 mHa for 1s, 2s and 2p, a spread of 1.2 per cent. It also shows that relaxation cancels most of the differences found with frozen orbitals.

## Numerical check

```python
"""Silicon atom in spherical, spin-unpolarized LDA: core-level shifts on removal
of a fraction q of a 3p electron.

Result under test, for each core level i (Hartree atomic units):
    shift_i = -C + T_i + X_i
    C   = integral of m(r)/r              (common to all levels)
    T_i = integral of w_i(r) Q(r)/r^2     (missing charge inside the shell)
    X_i = average of the change of the exchange-correlation potential
m(r) is the radial density of missing electrons, Q(r) the missing charge within
r, u_i the radial orbital and w_i(r) the fraction of orbital i beyond r.
The shifts themselves come from separately converged atoms.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.special import eval_legendre, roots_jacobi
from pyscf.dft import libxc

Z = 14
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
LEVELS = {"1s": (0, 0), "2s": (0, 1), "2p": (1, 0), "3s": (0, 2), "3p": (1, 1)}
CORE = ("1s", "2s", "2p")
NEUTRAL = {"1s": 2.0, "2s": 2.0, "2p": 6.0, "3s": 2.0, "3p": 2.0}
INNER = slice(1, -1)


def make_grid(order, scale=1.0, r_max=35.0):
    """Gauss-Lobatto-Legendre points mapped to 0 <= r <= r_max."""
    x = np.concatenate(([-1.0], roots_jacobi(order - 1, 1, 1)[0], [1.0]))
    p = eval_legendre(order, x)
    weight = 2 / (order * (order + 1) * p**2)
    gap = x[:, None] - x[None, :]
    np.fill_diagonal(gap, 1.0)
    d = p[:, None] / (p[None, :] * gap)
    np.fill_diagonal(d, 0.0)
    d -= np.diag(d.sum(axis=1))
    b = 2 * scale / r_max
    r = scale * (1 + x) / (1 - x + b)
    jacobian = scale * (2 + b) / (1 - x + b)**2
    dr = weight * jacobian
    d_r = d / jacobian[:, None]
    stiffness = d_r.T @ (dr[:, None] * d_r)
    cumulate = np.zeros_like(d_r)
    cumulate[1:, 1:] = np.linalg.inv(d_r[1:, 1:])
    return SimpleNamespace(r=r, dr=dr, stiffness=stiffness, cumulate=cumulate)


def radial_states(g, l, potential, count):
    """Lowest radial orbitals; the potential is given at the inner points."""
    root = np.sqrt(g.dr[INNER])
    h = 0.5 * g.stiffness[INNER, INNER] / np.outer(root, root)
    h += np.diag(potential + l * (l + 1) / (2 * g.r[INNER]**2))
    energy, vector = eigh(h, subset_by_index=[0, count - 1])
    u = np.zeros((count, len(g.r)))
    u[:, INNER] = (vector / root[:, None]).T
    return energy, u


def hartree(g, radial_density):
    """Electrostatic potential from Poisson's equation for r times v."""
    total = g.dr @ radial_density
    source = (g.dr * radial_density)[INNER] / g.r[INNER]
    source = source - g.stiffness[INNER, -1] * total
    rv = np.linalg.solve(g.stiffness[INNER, INNER], source)
    return rv / g.r[INNER]


def solve_atom(g, occupation, iterations=100, mixing=0.4):
    r = g.r[INNER]
    v = -(1 + (Z - 1) * np.exp(-2 * r)) / r
    for _ in range(iterations):
        states = {0: radial_states(g, 0, v, 3), 1: radial_states(g, 1, v, 2)}
        eps = {k: states[l][0][n] for k, (l, n) in LEVELS.items()}
        prob = {k: states[l][1][n]**2 for k, (l, n) in LEVELS.items()}
        rho = sum(occupation[k] * prob[k] for k in LEVELS)
        density = np.ascontiguousarray(rho[INNER] / (4 * np.pi * r**2))
        exc, vxc = libxc.eval_xc("LDA,VWN", density, spin=0, deriv=1)[:2]
        exc, vxc = np.ravel(exc), np.ravel(vxc[0])
        vh = hartree(g, rho)
        v_new = -Z / r + vh + vxc
        residual = np.max(np.abs(v_new - v))
        v = v + mixing * (v_new - v)
    assert residual < 1e-6, residual
    energy = sum(occupation[k] * eps[k] for k in LEVELS)
    energy -= (g.dr * rho)[INNER] @ (vh / 2 + vxc - exc)
    return SimpleNamespace(eps=eps, prob=prob, rho=rho, vxc=vxc, energy=energy)


def remove_from(level, amount):
    changed = dict(NEUTRAL)
    changed[level] -= amount
    return changed


def shifts(new, old):
    """Eigenvalue changes in millihartree."""
    return {k: 1000 * (new.eps[k] - old.eps[k]) for k in LEVELS}


def spread(shift):
    values = [shift[k] for k in CORE]
    return max(values) - min(values)


def relative_spread(shift):
    return spread(shift) / abs(np.mean([shift[k] for k in CORE]))


grid = make_grid(90)
r, dr = grid.r, grid.dr

# The radial solver must reproduce the levels of a one-electron ion.
for l, count in ((0, 3), (1, 2)):
    found = radial_states(grid, l, -Z / r[INNER], count)[0]
    expected = -Z**2 / (2 * (np.arange(count) + l + 1.0)**2)
    assert np.allclose(found, expected, rtol=0, atol=1e-6)

q = 0.1
atom = solve_atom(grid, NEUTRAL)
ion = solve_atom(grid, remove_from("3p", q))
shift = shifts(ion, atom)

# The energy change must be the integral of minus the 3p eigenvalue over q.
energy_change = ion.energy - atom.energy
janak = -q * (atom.eps["3p"] + ion.eps["3p"]) / 2
assert abs(energy_change - janak) < 5e-5

# A finer grid must give the same shifts.
fine = make_grid(110)
fine_shift = shifts(solve_atom(fine, remove_from("3p", q)),
                    solve_atom(fine, NEUTRAL))
assert all(abs(fine_shift[k] - shift[k]) < 1e-3 for k in LEVELS)

# Missing radial density, split by origin.
removed = q * atom.prob["3p"]
valence_response = (2 * (atom.prob["3s"] - ion.prob["3s"])
                    + (2 - q) * (atom.prob["3p"] - ion.prob["3p"]))
core_response = sum(NEUTRAL[k] * (atom.prob[k] - ion.prob[k]) for k in CORE)
parts = {"removed": removed, "valence": valence_response, "core": core_response}
missing = atom.rho - ion.rho


def central_term(m):
    return 1000 * np.sum(dr[1:] * m[1:] / r[1:])


def tail_term(level, m):
    outside = 1 - grid.cumulate @ atom.prob[level]
    enclosed = grid.cumulate @ m
    return 1000 * np.sum((dr * outside * enclosed)[1:] / r[1:]**2)


common = central_term(missing)
tail = {k: {name: tail_term(k, m) for name, m in parts.items()} for k in CORE}
xc = {k: 1000 * (dr * atom.prob[k])[INNER] @ (ion.vxc - atom.vxc) for k in CORE}
predicted = {k: -common + tail_term(k, missing) + xc[k] for k in CORE}
for k in CORE:
    assert abs(predicted[k] - shift[k]) < 0.01, (k, predicted[k], shift[k])

# Frozen orbitals: enclosed-charge formula against Poisson's equation.
frozen_center = central_term(removed)
frozen = {k: -frozen_center + tail[k]["removed"] for k in CORE}
poisson = -1000 * hartree(grid, removed)
for k in CORE:
    assert abs((dr * atom.prob[k])[INNER] @ poisson - frozen[k]) < 1e-4

# Thin-shell estimate of the frozen differences at the mean radius.
radius = {k: np.sum(dr * r * atom.prob[k]) for k in LEVELS}
field = np.zeros_like(r)
field[1:] = (grid.cumulate @ removed)[1:] / r[1:]**2
rise = CubicSpline(r, 1000 * grid.cumulate @ field)
thin_shell = {k: float(rise(radius[k])) for k in CORE}
for k in ("2s", "2p"):
    assert abs(thin_shell[k] / tail[k]["removed"] - 1) < 0.35
    assert tail["1s"]["removed"] < 0.2 * tail[k]["removed"]

# Near equality in the core, in contrast with the valence level.
assert all(shift[k] < 0 for k in CORE)
assert relative_spread(shift) < 0.07
assert abs(shift["3p"] - shift["1s"]) > 2 * spread(shift)

# Missing charge placed among the core shells must spoil the equality.
hole_shift = shifts(solve_atom(grid, remove_from("2p", q)), atom)
assert relative_spread(hole_shift) > 2 * relative_spread(shift)

double_shift = shifts(solve_atom(grid, remove_from("3p", 2 * q)), atom)

print(f"nuclear charge Z = {Z}, removed 3p charge q = {q} electron")
for k in LEVELS:
    print(f"{k}: eigenvalue {atom.eps[k]:.5f} Ha, mean radius {radius[k]:.4f} bohr")
print(f"total energy change {1000*energy_change:.4f} mHa")
print(f"same from 3p eigenvalues {1000*janak:.4f} mHa")
print("Relaxed shifts, q = 0.1:")
for k in LEVELS:
    print(f"  {k} shift {shift[k]:.4f} mHa")
for k in CORE:
    print(f"  {k} shift {shift[k]*HARTREE_EV/1000:.5f} eV")
print(f"core spread {spread(shift):.4f} mHa")
print(f"core spread / mean shift {100*relative_spread(shift):.3f} %")
print(f"common term C {common:.4f} mHa")
for name, m in parts.items():
    print(f"  part of C, {name}: {central_term(m):.4f} mHa")
print("T_i by origin (removed, valence, core) and X_i, in mHa:")
for k in CORE:
    t = tail[k]
    print(f"  {k}: {t['removed']:.4f}, {t['valence']:.4f}, "
          f"{t['core']:.4f}; X {xc[k]:.4f}")
for k in CORE:
    print(f"  {k} shift from formula {predicted[k]:.4f} mHa")
print("Missing charge within 1 bohr, in 0.001 electron:")
for name, m in list(parts.items()) + [("total", missing)]:
    inside = float(CubicSpline(r, grid.cumulate @ m)(1.0))
    print(f"  {name}: {1000*inside:.4f}")
print(f"Frozen orbitals, Hartree only: C {frozen_center:.4f} mHa")
for k in CORE:
    print(f"  {k} shift {frozen[k]:.4f} mHa, thin-shell T {thin_shell[k]:.4f} mHa")
print("Relaxed shifts, q = 0.2:")
for k in CORE:
    print(f"  {k} shift {double_shift[k]:.4f} mHa")
print("Contrast, 0.1 electron removed from 2p:")
for k in CORE:
    print(f"  {k} shift {hole_shift[k]:.4f} mHa")
print(f"  core spread / mean shift {100*relative_spread(hole_shift):.2f} %")
print("verified")
```

Output:

```
nuclear charge Z = 14, removed 3p charge q = 0.1 electron
1s: eigenvalue -65.18443 Ha, mean radius 0.1120 bohr
2s: eigenvalue -5.07506 Ha, mean radius 0.5725 bohr
2p: eigenvalue -3.51494 Ha, mean radius 0.5392 bohr
3s: eigenvalue -0.39814 Ha, mean radius 2.1630 bohr
3p: eigenvalue -0.15329 Ha, mean radius 2.7921 bohr
total energy change 16.5795 mHa
same from 3p eigenvalues 16.5854 mHa
Relaxed shifts, q = 0.1:
  1s shift -30.8916 mHa
  2s shift -30.5191 mHa
  2p shift -30.5564 mHa
  3s shift -27.3722 mHa
  3p shift -25.1228 mHa
  1s shift -0.84060 eV
  2s shift -0.83047 eV
  2p shift -0.83148 eV
core spread 0.3724 mHa
core spread / mean shift 1.215 %
common term C 30.4914 mHa
  part of C, removed: 48.6703 mHa
  part of C, valence: -17.5629 mHa
  part of C, core: -0.6161 mHa
T_i by origin (removed, valence, core) and X_i, in mHa:
  1s: 0.2230, -0.5788, -0.0465; X 0.0020
  2s: 3.6617, -3.3128, -0.3929; X 0.0162
  2p: 3.3464, -3.0828, -0.3610; X 0.0324
  1s shift from formula -30.8916 mHa
  2s shift from formula -30.5191 mHa
  2p shift from formula -30.5564 mHa
Missing charge within 1 bohr, in 0.001 electron:
  removed: 2.9224
  valence: -2.5159
  core: -0.1317
  total: 0.2748
Frozen orbitals, Hartree only: C 48.6703 mHa
  1s shift -48.4473 mHa, thin-shell T 0.1203 mHa
  2s shift -45.0086 mHa, thin-shell T 4.0372 mHa
  2p shift -45.3239 mHa, thin-shell T 3.7974 mHa
Relaxed shifts, q = 0.2:
  1s shift -62.9193 mHa
  2s shift -62.1065 mHa
  2p shift -62.1864 mHa
Contrast, 0.1 electron removed from 2p:
  1s shift -134.6795 mHa
  2s shift -97.8507 mHa
  2p shift -101.4877 mHa
  core spread / mean shift 33.08 %
verified
```
